# Why a bare-metal thermoreflectance coefficient can fail under a coating: verification in Python

```python
"""
Result under test: a bare-metal thermoreflectance coefficient cannot in general
be copied to a coated metal. With kappa = (1/R) dR/dT and bare amplitude r_b,
    d ln(r_b)/dT = kappa_b/2 + i*phase_rate,
    kappa = Re(M)*kappa_b - 2*Im(M)*phase_rate + kappa_coat.
M is the complex mixing factor of the coating. For any planar stack,
    kappa = Re{i/(k0*r) * sum integral[k0^2*(eps'+alpha*eps)*E^2
                                      + alpha*(dE/dz)^2] dz}.
eps is permittivity, eps' its temperature derivative, alpha the thickness
expansion rate, E the field for unit incident amplitude, k0 = 2*pi/wavelength.
Time factor exp(-i*omega*t); lengths in nm, energies in eV, temperatures in K.
The gold and silicon nitride parameters are rough typical model values.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import brentq

HC = constants.h * constants.c / constants.e * 1e9
EPS_BACKGROUND = 6.5
PLASMA, DAMPING = 9.0, 0.07
EDGE, WIDTH, STRENGTH = 3.0, 0.9, 18.0
EDGE_RATE, WIDTH_RATE, DAMPING_RATE = -2e-4, 2e-4, 2e-4
GOLD_EXPANSION = 1.4e-5
COAT_INDEX, COAT_INDEX_RATE, COAT_EXPANSION = 2.0, 2.5e-5, 3e-6
OXIDE_INDEX = 1.46
BASE_TEMPERATURE = 300.0
BLUE, GREEN, COAT = 470.0, 532.0, 50.0
STEP = 0.5


def gold_eps(wavelength, rise=0.0, scale=(1.0, 1.0, 1.0)):
    energy = HC / wavelength
    edge = EDGE + scale[0] * EDGE_RATE * rise
    width = WIDTH + scale[1] * WIDTH_RATE * rise
    damping = DAMPING + scale[2] * DAMPING_RATE * rise
    plasma_squared = PLASMA**2 * (1 - 3 * GOLD_EXPANSION * rise)
    drude = -plasma_squared / (energy**2 + 1j * damping * energy)
    interband = STRENGTH / (edge**2 - energy**2 - 1j * width * energy)
    return EPS_BACKGROUND + drude + interband


def gold_eps_rate(wavelength):
    energy = HC / wavelength
    drude_den = energy**2 + 1j * DAMPING * energy
    edge_den = EDGE**2 - energy**2 - 1j * WIDTH * energy
    return (3 * GOLD_EXPANSION * PLASMA**2 / drude_den
            + 1j * energy * PLASMA**2 * DAMPING_RATE / drude_den**2
            + STRENGTH * (-2 * EDGE * EDGE_RATE
                          + 1j * energy * WIDTH_RATE) / edge_den**2)


def amplitude(wavelength, layers, exit_eps, sine=0.0, pol="s"):
    """Reflection by recursion from the exit medium to the front surface."""
    k0 = 2 * np.pi / wavelength

    def normal_index_and_admittance(eps):
        normal_index = np.sqrt(complex(eps) - sine**2)
        admittance = normal_index if pol == "s" else eps / normal_index
        return normal_index, admittance

    load = normal_index_and_admittance(exit_eps)[1]
    for eps, thickness in reversed(layers):
        normal_index, admittance = normal_index_and_admittance(eps)
        reflected = (admittance - load) / (admittance + load)
        reflected *= np.exp(2j * k0 * normal_index * thickness)
        load = admittance * (1 - reflected) / (1 + reflected)
    incident = normal_index_and_admittance(1.0)[1]
    return (incident - load) / (incident + load)


def coated_amplitude(wavelength, rise=0.0, coat=0.0, gold=None, sine=0.0,
                     pol="s", frozen=False, expansion=COAT_EXPANSION,
                     scale=(1.0, 1.0, 1.0)):
    coat_rise = 0.0 if frozen else rise
    layers = []
    if coat > 0:
        layers.append(((COAT_INDEX + COAT_INDEX_RATE * coat_rise)**2,
                       coat * (1 + expansion * coat_rise)))
    metal = gold_eps(wavelength, rise, scale)
    if gold is None:
        return amplitude(wavelength, layers, metal, sine, pol)
    layers.append((metal, gold * (1 + GOLD_EXPANSION * rise)))
    return amplitude(wavelength, layers, OXIDE_INDEX**2, sine, pol)


def reflectance(wavelength, rise=0.0, **options):
    return abs(coated_amplitude(wavelength, rise, **options))**2


def coefficient(wavelength, base_rise=0.0, **options):
    plus = reflectance(wavelength, base_rise + STEP, **options)
    minus = reflectance(wavelength, base_rise - STEP, **options)
    middle = reflectance(wavelength, base_rise, **options)
    return (plus - minus) / (2 * STEP * middle)


def solve_fields(wavelength, layers, exit_eps):
    """Solve all interface conditions together as one linear system."""
    k0 = 2 * np.pi / wavelength
    count = len(layers)
    matrix = np.zeros((2 * count + 2, 2 * count + 2), complex)
    source = np.zeros(2 * count + 2, complex)
    matrix[0, 0], matrix[1, 0] = 1, -1
    source[:2] = -1
    for interface in range(count + 1):
        row = 2 * interface
        if interface > 0:
            eps, thickness = layers[interface - 1]
            index = np.sqrt(complex(eps))
            phase = np.exp(1j * k0 * index * thickness)
            column = 2 * interface - 1
            matrix[row, column:column + 2] = [phase, 1 / phase]
            matrix[row + 1, column:column + 2] = [index * phase,
                                                  -index / phase]
        column = 2 * interface + 1
        if interface < count:
            index = np.sqrt(complex(layers[interface][0]))
            matrix[row, column:column + 2] = [-1, -1]
            matrix[row + 1, column:column + 2] = [-index, index]
        else:
            matrix[row, column] = -1
            matrix[row + 1, column] = -np.sqrt(complex(exit_eps))
    return np.linalg.solve(matrix, source)


def field_contributions(wavelength, layers, rates, exit_eps, exit_rate=0.0,
                        exit_expansion=0.0):
    """Integrate the thermal response over the unheated optical field."""
    k0 = 2 * np.pi / wavelength
    solution = solve_fields(wavelength, layers, exit_eps)
    r = solution[0]
    assert abs(r - amplitude(wavelength, layers, exit_eps)) < 1e-10
    nodes, weights = np.polynomial.legendre.leggauss(100)
    contributions = []
    regions = []
    for number, ((eps, thickness), (rate, expansion)) in enumerate(
            zip(layers, rates)):
        forward, backward = solution[2 * number + 1:2 * number + 3]
        regions.append((eps, thickness, rate, expansion, forward, backward))
    if exit_rate != 0 or exit_expansion != 0:
        depth = 12 / (k0 * np.sqrt(complex(exit_eps)).imag)
        regions.append((exit_eps, depth, exit_rate, exit_expansion,
                        solution[-1], 0.0))
    for eps, thickness, rate, expansion, forward, backward in regions:
        z = thickness * (nodes + 1) / 2
        index = np.sqrt(complex(eps))
        phase = np.exp(1j * k0 * index * z)
        field = forward * phase + backward / phase
        slope = 1j * k0 * index * (forward * phase - backward / phase)
        integrand = (k0**2 * (rate + expansion * eps) * field**2
                     + expansion * slope**2)
        integral = thickness / 2 * np.dot(weights, integrand)
        contributions.append((1j * integral / (k0 * r)).real)
    return np.array(contributions)


def bare_rates(wavelength):
    eps = gold_eps(wavelength)
    rate = gold_eps_rate(wavelength) / (np.sqrt(eps) * (eps - 1))
    return 2 * rate.real, rate.imag


def mixing_factor(wavelength, coat):
    eps = gold_eps(wavelength)
    index = np.sqrt(eps)
    front = (1 - COAT_INDEX) / (1 + COAT_INDEX)
    back = (COAT_INDEX - index) / (COAT_INDEX + index)
    u = back * np.exp(4j * np.pi * COAT_INDEX * coat / wavelength)
    factor = (1 - front**2) * u / ((front + u) * (1 + front * u))
    return factor * COAT_INDEX * (eps - 1) / (eps - COAT_INDEX**2)


def close(first, second, relative=2e-5, absolute=2e-9):
    return abs(first - second) <= absolute + relative * abs(second)


# The material derivative and both parts of the bare amplitude drift.
for wavelength in (BLUE, 500.0, GREEN):
    numeric_rate = (gold_eps(wavelength, STEP)
                    - gold_eps(wavelength, -STEP)) / (2 * STEP)
    assert close(numeric_rate, gold_eps_rate(wavelength))
    kappa_bare, phase_rate = bare_rates(wavelength)
    numeric_phase = np.angle(coated_amplitude(wavelength, STEP)
                             / coated_amplitude(wavelength, -STEP))
    assert close(coefficient(wavelength), kappa_bare)
    assert close(numeric_phase / (2 * STEP), phase_rate)

# The field integral for coated thick gold, including the vanishing effect of
# stretching a semi-infinite metal.
coat_rate = 2 * COAT_INDEX * COAT_INDEX_RATE
parts = field_contributions(
    BLUE, [(COAT_INDEX**2, COAT)], [(coat_rate, COAT_EXPANSION)],
    gold_eps(BLUE), gold_eps_rate(BLUE), GOLD_EXPANSION)
coated = coefficient(BLUE, coat=COAT)
assert close(parts.sum(), coated)
assert close(parts[0], coated - coefficient(BLUE, coat=COAT, frozen=True))


# The same integral for a multilayer that contains a thin gold film.
def multilayer(rise):
    return [((COAT_INDEX + COAT_INDEX_RATE * rise)**2,
             COAT * (1 + COAT_EXPANSION * rise)),
            (gold_eps(BLUE, rise), 30 * (1 + GOLD_EXPANSION * rise)),
            (OXIDE_INDEX**2, 300.0)]


multi_exit = (4.5 + 0.1j)**2
multi_parts = field_contributions(
    BLUE, multilayer(0), [(coat_rate, COAT_EXPANSION),
                         (gold_eps_rate(BLUE), GOLD_EXPANSION), (0, 0)],
    multi_exit)
multi_r = [abs(amplitude(BLUE, multilayer(rise), multi_exit))**2
           for rise in (-STEP, 0, STEP)]
multi_numeric = (multi_r[2] - multi_r[0]) / (2 * STEP * multi_r[1])
assert close(multi_parts.sum(), multi_numeric)

# The transfer law at several thicknesses and wavelengths.
for wavelength in (BLUE, GREEN):
    kappa_bare, phase_rate = bare_rates(wavelength)
    for thickness in (20.0, COAT, 85.0):
        mix = mixing_factor(wavelength, thickness)
        predicted = mix.real * kappa_bare - 2 * mix.imag * phase_rate
        numeric = coefficient(wavelength, coat=thickness, frozen=True)
        assert close(numeric, predicted)

# A half-wave coating restores R and the metal contribution, but not the total.
half_wave = BLUE / (2 * COAT_INDEX)
assert close(reflectance(BLUE, coat=half_wave), reflectance(BLUE))
assert close(coefficient(BLUE, coat=half_wave, frozen=True), coefficient(BLUE))
assert abs(coefficient(BLUE, coat=half_wave) - coefficient(BLUE)) > 1e-6

# Wavelength and coating thickness can each reverse the sign.
blue_bare, blue_phase = bare_rates(BLUE)
green_bare, green_phase = bare_rates(GREEN)
assert blue_bare > 0 > green_bare
assert coated < 0
bare_zero = brentq(lambda wavelength: coefficient(wavelength), BLUE, GREEN)
thicknesses = np.linspace(0, half_wave, 236)
blue_scan = np.array([coefficient(BLUE, coat=d) for d in thicknesses])
assert blue_scan.min() < 0 < blue_scan.max()
crossings = [brentq(lambda d: coefficient(BLUE, coat=d), a, b)
             for a, b, first, second in zip(
                 thicknesses[:-1], thicknesses[1:],
                 blue_scan[:-1], blue_scan[1:]) if first * second < 0]
green_half_wave = GREEN / (2 * COAT_INDEX)
green_scan = np.array([coefficient(GREEN, coat=d)
                       for d in np.linspace(0, green_half_wave, 236)])
assert green_scan.max() < 0

# Another metal drift with the same bare coefficient but no phase drift.
blue_eps = gold_eps(BLUE)
other_rate = (gold_eps_rate(BLUE)
              - 1j * blue_phase * np.sqrt(blue_eps) * (blue_eps - 1))


def other_coefficient(coat):
    values = []
    for rise in (-STEP, 0.0, STEP):
        layers = [] if coat == 0 else [
            ((COAT_INDEX + COAT_INDEX_RATE * rise)**2,
             coat * (1 + COAT_EXPANSION * rise))]
        values.append(abs(amplitude(BLUE, layers,
                                    blue_eps + other_rate * rise))**2)
    return (values[2] - values[0]) / (2 * STEP * values[1])


other_bare, other_coated = other_coefficient(0), other_coefficient(COAT)
assert close(other_bare, blue_bare)
assert other_coated > 0 > coated

# The sign reversal survives every corner of a 30 percent parameter variation.
corner_values = []
for scale in itertools.product((0.7, 1.3), repeat=3):
    corner_values.append((coefficient(BLUE, scale=scale),
                          coefficient(BLUE, coat=COAT, scale=scale)))
corner_values = np.array(corner_values)
assert corner_values[:, 0].min() > 0 > corner_values[:, 1].max()


def averaged_coefficient(samples, coat):
    change = total = 0.0
    for weight, wavelength, options in samples:
        plus = reflectance(wavelength, STEP, coat=coat, **options)
        minus = reflectance(wavelength, -STEP, coat=coat, **options)
        change += weight * (plus - minus) / (2 * STEP)
        total += weight * reflectance(wavelength, coat=coat, **options)
    return change / total


BANDWIDTH, APERTURE, GOLD_THICKNESS, HOTTER = 20.0, 0.5, 100.0, 100.0
sigma = BANDWIDTH / np.sqrt(8 * np.log(2))
band_samples = [(np.exp(-offset**2 / (2 * sigma**2)), BLUE + offset, {})
                for offset in np.linspace(-3 * sigma, 3 * sigma, 41)]
angle_nodes, angle_weights = np.polynomial.legendre.leggauss(16)
aperture_samples = [
    (weight, BLUE, {"sine": APERTURE * np.sqrt((node + 1) / 2), "pol": pol})
    for node, weight in zip(angle_nodes, angle_weights) for pol in ("s", "p")]
effects = {
    "20 nm FWHM source": [averaged_coefficient(band_samples, d)
                          for d in (0, COAT)],
    "NA 0.5 uniform pupil": [averaged_coefficient(aperture_samples, d)
                             for d in (0, COAT)],
    "100 nm gold on oxide": [coefficient(BLUE, coat=d, gold=GOLD_THICKNESS)
                             for d in (0, COAT)],
    "base 100 K hotter": [coefficient(BLUE, HOTTER, coat=d)
                          for d in (0, COAT)],
}
for bare_value, coated_value in effects.values():
    assert bare_value > 0 > coated_value
double_expansion = coefficient(BLUE, coat=COAT,
                               expansion=2 * COAT_EXPANSION)
thin_error, thick_error = [coefficient(BLUE, coat=d)
                           for d in (COAT - 5, COAT + 5)]
assert max(double_expansion, thin_error, thick_error) < 0

true_rise = 20.0
relative_change = reflectance(BLUE, true_rise, coat=COAT) / reflectance(
    BLUE, coat=COAT) - 1
inferred_rise = relative_change / blue_bare
assert inferred_rise < 0 < true_rise

UNIT = 1e4
print("Rough gold-like model; kappa unit is 1e-4/K")
print(f"Base temperature: {BASE_TEMPERATURE:.0f} K")
print(f"Background eps: {EPS_BACKGROUND:.1f}")
print(f"Plasma energy, damping: {PLASMA:.2f}, {DAMPING:.2f} eV")
print(f"Interband energy, width: {EDGE:.2f}, {WIDTH:.2f} eV")
print(f"Interband strength: {STRENGTH:.1f} eV^2")
print(f"Interband energy rate: {EDGE_RATE:.1e} eV/K")
print(f"Interband width rate: {WIDTH_RATE:.1e} eV/K")
print(f"Drude damping rate: {DAMPING_RATE:.1e} eV/K")
print(f"Gold linear expansion: {GOLD_EXPANSION:.1e} /K")
print(f"Nitride index: {COAT_INDEX:.2f}")
print(f"Nitride index rate: {COAT_INDEX_RATE:.1e} /K")
print(f"Nitride expansion: {COAT_EXPANSION:.1e} /K")
print(f"Oxide index (finite-gold check): {OXIDE_INDEX:.2f}")
for wavelength in (BLUE, GREEN):
    eps, rate = gold_eps(wavelength), gold_eps_rate(wavelength)
    index = np.sqrt(eps)
    kappa_bare, phase_rate = bare_rates(wavelength)
    print(f"{wavelength:.0f} nm: E = {HC / wavelength:.4f} eV")
    print(f"  eps = {eps:.4f}; N = {index:.4f}")
    print(f"  eps' = {rate * 1e3:.4f} x 1e-3/K")
    print(f"  bare R = {reflectance(wavelength):.4f}")
    print(f"  bare kappa = {kappa_bare * UNIT:.3f}")
    print(f"  phase rate = {phase_rate * UNIT:.3f} x 1e-4 rad/K")
print(f"Bare kappa changes sign at: {bare_zero:.1f} nm")
print("470 nm, nitride thickness (nm), R, kappa:")
for thickness in (0.0, 25.0, 50.0, 75.0, 100.0, half_wave):
    print(f"  {thickness:5.1f}  {reflectance(BLUE, coat=thickness):.4f}"
          f"  {coefficient(BLUE, coat=thickness) * UNIT:.3f}")
print("470 nm zero-kappa thicknesses: "
      + ", ".join(f"{value:.1f}" for value in crossings) + " nm")
mix = mixing_factor(BLUE, COAT)
print(f"470 nm, 50 nm coat: M = {mix:.4f}")
print(f"  modulus part: {mix.real * blue_bare * UNIT:.3f}")
print(f"  phase part: {-2 * mix.imag * blue_phase * UNIT:.3f}")
print(f"  coating part: {parts[0] * UNIT:.3f}")
print(f"Zero-phase-rate metal, bare: {other_bare * UNIT:.3f}")
print(f"Zero-phase-rate metal, coated: {other_coated * UNIT:.3f}")
print(f"532 nm kappa range, 0 to {green_half_wave:.0f} nm coat: "
      f"{green_scan.min() * UNIT:.3f} to {green_scan.max() * UNIT:.3f}")
print(f"True rise: {true_rise:.1f} K; dR/R: {relative_change:.5f}")
print(f"Rise inferred with bare kappa: {inferred_rise:.1f} K")
print("30% variation, bare kappa: "
      f"{corner_values[:, 0].min() * UNIT:.3f} to "
      f"{corner_values[:, 0].max() * UNIT:.3f}")
print("30% variation, coated kappa: "
      f"{corner_values[:, 1].min() * UNIT:.3f} to "
      f"{corner_values[:, 1].max() * UNIT:.3f}")
print("Neglected effects at 470 nm: bare, 50 nm coated kappa")
for label, (bare_value, coated_value) in effects.items():
    print(f"  {label}: {bare_value * UNIT:.3f}, {coated_value * UNIT:.3f}")
print(f"  doubled coat expansion: {double_expansion * UNIT:.3f} (coated)")
print(f"  45 and 55 nm coats: {thin_error * UNIT:.3f}, "
      f"{thick_error * UNIT:.3f}")
print("all good")
```

It prints:

```
Rough gold-like model; kappa unit is 1e-4/K
Base temperature: 300 K
Background eps: 6.5
Plasma energy, damping: 9.00, 0.07 eV
Interband energy, width: 3.00, 0.90 eV
Interband strength: 18.0 eV^2
Interband energy rate: -2.0e-04 eV/K
Interband width rate: 2.0e-04 eV/K
Drude damping rate: 2.0e-04 eV/K
Gold linear expansion: 1.4e-05 /K
Nitride index: 2.00
Nitride index rate: 2.5e-05 /K
Nitride expansion: 3.0e-06 /K
Oxide index (finite-gold check): 1.46
470 nm: E = 2.6380 eV
  eps = -1.3838+4.6680j; N = 1.3200+1.7681j
  eps' = -0.7530+2.9008j x 1e-3/K
  bare R = 0.3795
  bare kappa = 2.128
  phase rate = -2.363 x 1e-4 rad/K
532 nm: E = 2.3305 eV
  eps = -4.6510+2.6510j; N = 0.5926+2.2366j
  eps' = 0.8880+2.5972j x 1e-3/K
  bare R = 0.6856
  bare kappa = -3.546
  phase rate = -0.684 x 1e-4 rad/K
Bare kappa changes sign at: 483.3 nm
470 nm, nitride thickness (nm), R, kappa:
    0.0  0.3795  2.128
   25.0  0.0702  7.823
   50.0  0.2115  -3.680
   75.0  0.4719  -0.439
  100.0  0.4977  0.572
  117.5  0.3795  1.632
470 nm zero-kappa thicknesses: 31.8, 84.7 nm
470 nm, 50 nm coat: M = 0.9929-1.3826j
  modulus part: 2.113
  phase part: -6.534
  coating part: 0.740
Zero-phase-rate metal, bare: 2.128
Zero-phase-rate metal, coated: 2.853
532 nm kappa range, 0 to 133 nm coat: -10.926 to -2.495
True rise: 20.0 K; dR/R: -0.00717
Rise inferred with bare kappa: -33.7 K
30% variation, bare kappa: 1.239 to 3.018
30% variation, coated kappa: -6.092 to -1.269
Neglected effects at 470 nm: bare, 50 nm coated kappa
  20 nm FWHM source: 1.909, -3.689
  NA 0.5 uniform pupil: 2.107, -3.877
  100 nm gold on oxide: 1.827, -3.786
  base 100 K hotter: 2.251, -2.849
  doubled coat expansion: -3.581 (coated)
  45 and 55 nm coats: -5.231, -2.536
all good
```
